# Spin and insertion: silylene with silane, methylene with methane

**Why can ground-state silylene, SiH₂, insert into a bond of silane without a change of spin, when ground-state methylene, CH₂, cannot do the same with methane?**

Insertion puts the divalent atom between the two partners of an X–H bond:

$$\mathrm{XH_2+XH_4\rightarrow X_2H_6},\qquad \mathrm{X=C\ or\ Si}.$$

Two electrons of the divalent molecule and two of the X–H bond become two new bonds, an X–X and an X–H bond, with all spins paired. In its singlet state the divalent molecule is prepared for this: it carries a lone pair in the molecular plane and a nearly empty p orbital perpendicular to it. In its triplet state each of these orbitals holds one electron, and the two spins are parallel. They cannot become paired with the electrons of a closed-shell partner unless something acts on spin.

The answer therefore has two parts: the conservation of spin, and the reason why the ground states differ.

## What spin conservation forbids

Leave out spin-orbit coupling and other magnetic forces for now. The Hamiltonian $H$ then contains kinetic energies and Coulomb interactions, and no spin operator. It commutes with every component of the total electron spin, hence with $\mathbf S^2$, whatever the positions of the nuclei. The time-evolution operator $U$ built from $H$ does so too. For an initial state $i$ and a final state $f$ of definite spin,

$$0=\langle f|\mathbf S^2U-U\mathbf S^2|i\rangle
=\hbar^2\left[S_f(S_f+1)-S_i(S_i+1)\right]\langle f|U|i\rangle .$$

If $S_f\ne S_i$, the bracket is not zero, so the amplitude must be. In a full configuration-interaction space for CH₂, the commutator acting on a random normalized vector had norm $1.9\times10^{-14}$ hartree, which is rounding error. A spin-dependent field put in place of $H$ gave 2.92 hartree, so the test can detect a violation.

Silane and methane are singlets. Adding spin zero to spin $S$ gives total spin $S$ again:

- SiH₂ ($S=0$) with SiH₄ gives $S=0$, the spin of ground-state disilane.
- CH₂ ($S=1$) with CH₄ gives $S=1$, whereas ground-state ethane has $S=0$.

The rule concerns the spin state, not the element. Singlet methylene may insert into methane, and triplet silylene is barred from forming singlet disilane. The rule also permits without promising: a spin-allowed reaction may still have a barrier, and the insertion barriers are not calculated here.

## Is energy the obstacle instead?

Reaction energies at the MP2/6-31+G* level, without zero-point energy, are as follows (S singlet, T triplet). A larger basis, cc-pVTZ on carbon and silicon with cc-pVDZ on hydrogen, shifts the third row by −0.16 eV and the others by at most 0.05 eV. The correlation method matters more for singlet methylene: CCSD(T) in the 6-31+G* basis gives −4.79, −4.15 and −0.15 eV for the three methylene rows, in order.

| Reaction | Energy (eV) |
|---|---:|
| SiH₂(S) + SiH₄ → Si₂H₆(S) | −2.45 |
| CH₂(S) + CH₄ → C₂H₆(S) | −5.10 |
| CH₂(T) + CH₄ → C₂H₆(S), spin-forbidden | −4.24 |
| CH₂(T) + CH₄ → 2 CH₃ | −0.10 |

The forbidden reaction would release about 4 eV, so the overall energy does not prevent it.

Could triplet methylene form ethane in a triplet state? With the CH₃ groups held rigid at the C–C distance of normal ethane, 1.54 Å, the triplet solutions found with MP2/6-31+G* lie roughly 5 to 6 eV above CH₂(T) + CH₄. The one listed in the numerical output, followed inward from long distance, lies at 6.07 eV. At larger distances the lowest energy found is 2.6 eV at 2.10 Å, 1.30 eV at 2.50 Å and 0.58 eV at 3.50 Å. The limit at infinite separation is about 0.5 eV, because the rigid CH₃ groups are kept pyramidal. Between 2.10 and 3.50 Å the triplet thus pushes the carbon atoms apart, and reaching the normal bond length with all C–H bonds intact would cost several electronvolts.

A normal C–C bond can form in the triplet if a hydrogen atom leaves. The pair C₂H₅ + H can have total spin 1, and at the same MP2 level it lies only about 0.1 eV above the reactants, without zero-point energy. Its product is an ethyl radical, however, not ethane.

Triplet methylene can instead take a hydrogen atom from methane. Two methyl radicals, each of spin ½, can have total spin 1, so this reaction is spin-allowed. Its reaction energy is small, −0.10 eV with MP2 and −0.15 eV with CCSD(T), before zero-point energy is included. Methyl radicals from separate events may later combine to ethane, but that is not insertion.

## Why the ground states differ

Let $n$ be the in-plane lone-pair orbital and $p$ the out-of-plane orbital, both real. Two electrons are to be placed in them; the others form a fixed closed-shell core of energy $E_c$. Let $h_n$ and $h_p$ be the one-electron energies, including the mean field of the core. With $(ab|cd)$ the Coulomb interaction between the charge distributions $ab$ and $cd$, define

$$J_{nn}=(nn|nn),\quad J_{pp}=(pp|pp),\quad J_{np}=(nn|pp),\quad K=(np|np).$$

The triplet has one electron in each orbital, and exchange lowers its energy:

$$E_T=E_c+h_n+h_p+J_{np}-K.$$

The lowest closed-shell singlet is mainly $n^2$, with some $p^2$. These configurations differ in both orbitals, so no one-electron term connects them; the repulsion does, with element $(np|np)=K$. Their own energies are

$$E_{nn}=E_c+2h_n+J_{nn},\qquad E_{pp}=E_c+2h_p+J_{pp}.$$

With $\delta=(E_{pp}-E_{nn})/2$, the lower root of the two-by-two problem is

$$E_S=E_{nn}-M,\qquad M=\sqrt{\delta^2+K^2}-\delta .$$

Define the gap as $G=E_T-E_S$, positive when the singlet is lower. Subtraction gives

$$G=(h_p-h_n)+J_{np}-K-J_{nn}+M=P-Q+M,$$

$$P=h_p-h_n,\qquad Q=J_{nn}-J_{np}+K.$$

Here $P$ is the cost of promoting an electron from $n$ to $p$. The pairing penalty $Q$ is the extra repulsion of two electrons sharing $n$, plus the exchange energy lost. Promotion cost and mixing favour the singlet; the pairing penalty favours the triplet.

**The linear limit.** In a linear molecule $n$ and $p$ are a degenerate pair, so $P=0$, $J_{nn}=J_{pp}$ and $\delta=0$. Rotating the pair by 45° gives $u=(n+p)/\sqrt2$, which must have the same self-repulsion as $n$. Since $uu=\tfrac12(nn+pp+2np)$, and integrals odd in $p$ vanish by reflection,

$$J_{nn}=(uu|uu)=\tfrac14(2J_{nn}+2J_{np}+4K)
\quad\Rightarrow\quad J_{nn}-J_{np}=2K.$$

Then $Q=3K$, $M=K$ and $G=-2K$. In this model both linear molecules have the triplet below the singlet: $K=0.74$ eV gives $G=-1.48$ eV for CH₂, and $K=0.53$ eV gives $-1.06$ eV for SiH₂.

**Bending.** Bending lets s character enter $n$ but, by symmetry, not $p$. This lowers $n$ relative to $p$ and opens the promotion cost. With each bond length held at its triplet value, the model gives, in eV:

| Molecule, angle | $P$ | $Q$ | $M$ | $G$ |
|---|---:|---:|---:|---:|
| CH₂, 120° | 2.43 | 4.01 | 0.40 | −1.18 |
| SiH₂, 120° | 2.81 | 3.39 | 0.32 | −0.25 |
| CH₂, 100° | 3.39 | 4.37 | 0.36 | −0.62 |
| SiH₂, 100° | 3.54 | 3.45 | 0.29 | 0.38 |

At 100° the change from carbon to silicon raises $G$ by

$$\Delta G=0.15+0.92-0.07=1.00\ \mathrm{eV},$$

where the terms come from $P$, $-Q$ and $M$. The smaller pairing penalty dominates. Of its 0.92 eV, exchange supplies only $1.39-1.28=0.11$ eV; the remaining 0.81 eV comes from $J_{nn}-J_{np}$. A natural interpretation is that silicon's valence orbitals are more extended: enlarging orbitals of fixed shape by a factor $\lambda$ divides every Coulomb integral by $\lambda$. In the model the silicon orbitals are 1.4 to 1.5 times larger in root-mean-square radius, and $J_{nn}$ and $J_{np}$ do fall to about two thirds of their carbon values (from 16.9 to 11.5 eV and from 14.0 to 9.3 eV). The exchange integral $K$ falls by only 8%, because the orbitals also differ in shape, so this scaling is a guide rather than a full account.

Geometry adds to the difference. The Hartree–Fock angle of the singlet is about 93° in SiH₂ and 103° in CH₂, and in the model a smaller angle favours the singlet.

The model explains the trend, not the final gaps. Its orbitals are optimized for the triplet and it omits most electron correlation. The tabulated values use the cc-pVDZ basis; cc-pVTZ moves the 100° quantities by up to 0.08 eV. Orbitals averaged over both spin states move $P$ by up to 0.2 eV and $Q$ by up to 0.5 eV and change the split of $\Delta G$ to $0.24+0.78-0.03$ eV, so the pairing penalty still dominates. CCSD(T) calculations, with each spin state at its own geometry, give

$$G(\mathrm{CH_2})=-0.46\ \mathrm{eV}\;(-45\ \mathrm{kJ/mol}),\qquad
G(\mathrm{SiH_2})=+0.85\ \mathrm{eV}\;(+82\ \mathrm{kJ/mol}).$$

Methylene is thus a ground-state triplet and silylene a ground-state singlet. In a small basis, CCSD(T) and full configuration interaction agree within about 0.01 eV for both gaps. That tests the correlation method, not the basis: the small-basis gaps are −1.10 and +0.22 eV. The larger basis moves both by more than 0.6 eV but changes neither sign. A still larger basis, cc-pVQZ on carbon and silicon with cc-pVTZ on hydrogen, would shift the gaps by about +0.06 eV for CH₂ and +0.04 eV for SiH₂, as estimated with MP2. The measured methylene separation is roughly 0.4 eV, with the triplet lower.

## How strict is the ban?

Spin-orbit coupling connects the two spin states. By reflection symmetry, only the orbital angular momentum along the in-plane axis perpendicular to the twofold axis connects $n$ with $p$. Let its element, including the spin-orbit prefactor, have magnitude $A$; within the pair the operator $\ell$ acts as $\ell n=iAp$ and $\ell p=-iAn$. Write the singlet as $(c_1nn-c_2pp)\sigma$, with $\sigma=(\alpha\beta-\beta\alpha)/\sqrt2$ and $\tau=(\alpha\beta+\beta\alpha)/\sqrt2$. Let $s_1$ and $s_2$ be the spin components of the two electrons along the same axis as $\ell$, in units of $\hbar$, with $\alpha$ and $\beta$ quantized along that axis. Then $s_1\sigma=\tau/2$ and $s_2\sigma=-\tau/2$, so

$$(\ell_1s_1+\ell_2s_2)(c_1nn-c_2pp)\sigma
=\tfrac{iA}{2}(c_1-c_2)(pn-np)\tau .$$

Projection on the normalized triplet $(np-pn)\tau/\sqrt2$ gives the magnitude

$$V=\frac{A(c_1-c_2)}{\sqrt2}
=\frac{43.7(0.968-0.251)}{\sqrt2}\ \mathrm{cm^{-1}}
\approx22\ \mathrm{cm^{-1}}=2.75\ \mathrm{meV}.$$

This is for CH₂ at 100°. It uses the bare carbon nuclear charge; a mean-field treatment of screening by the other electrons halves it, to about 11 cm⁻¹. Going from the cc-pVDZ basis used here to cc-pVTZ raises the bare $A$ by about 1 cm⁻¹.

Suppose a collision takes the system through a crossing of the two surfaces at speed $v$, where their slopes differ by $\Delta F$. The energy difference then changes at the rate $v\Delta F$. To first order in $V$, the chance of changing spin is

$$p_{\rm sc}\approx\frac{V^2}{\hbar^2}
\left|\int_{-\infty}^{\infty}e^{iv\Delta F t^2/(2\hbar)}dt\right|^2
=\frac{2\pi V^2}{\hbar v\Delta F},$$

because the squared Fresnel integral is $2\pi\hbar/(v\Delta F)$. This is the weak-coupling limit of the Landau–Zener law $1-\exp[-2\pi V^2/(\hbar v\Delta F)]$.

Take methylene in methane at 523 K and 1 Torr. The mean relative speed is 1216 m/s, or $1.216\times10^{13}$ Å/s. With an assumed slope difference of 1 eV/Å, and with the coupling of isolated methylene taken to hold at the crossing,

$$p_{\rm sc}\approx\frac{2\pi(2.75\times10^{-3})^2}
{(6.58\times10^{-16})(1.216\times10^{13})(1)}
\approx0.006.$$

Because the chance varies as $V^2$, the screened coupling lowers it to about 0.0015. Both values apply to the one triplet component that couples; averages over all three are a third as large. They are chances per crossing, not per collision, since the energy needed to reach a crossing has not been calculated.

Thermal excitation offers another route. With $kT=0.0451$ eV and three triplet spin states, the singlet-to-triplet ratio in methylene is about

$$\tfrac13e^{-0.463/0.0451}\approx10^{-5},$$

neglecting differences in vibration and rotation. The corresponding triplet fraction in silylene is about $2\times10^{-8}$. A harmonic, rigid-rotor estimate of the neglected differences multiplies the methylene ratio by about 1.8 and the silylene ratio by about 0.65. Both are rough estimates: an error of 0.1 eV in a gap changes its ratio about ninefold, and a methylene gap of 0.4 eV, close to the measured one, would give about $5\times10^{-5}$.

## What this means in a deposition reactor

The chosen temperature and pressure are roughly those of plasma deposition from silane or methane. For an assumed collision cross-section of 0.5 nm², methylene meets methane about $1.1\times10^7$ times per second, or once every 0.09 μs. In a plasma the spin states need not be in thermal equilibrium: electron impact can create singlet methylene directly, and its fraction may then far exceed the thermal value. How far depends on the discharge and is not estimated here. The ban applies to the methylene that is in its triplet ground state. Nor does the allowed insertion of singlet methylene guarantee stable ethane: by the table it releases 5.10 eV, while splitting ethane into two methyl radicals costs $4.24-0.10=4.14$ eV, so the new molecule can split unless a collision cools it first.

For silylene, permission is also not the whole story. New disilane contains the energy released by insertion, roughly 2 eV, and can fall apart again unless a collision removes energy or another reaction channel intervenes. The yield of stable disilane therefore depends on pressure as well as on spin. The numerical output gives the remaining inputs and intermediate values.

## Table of computed values

```
norm of [H,S^2] on a random CI vector: 1.9e-14 hartree
same, spin-dependent field (control): 2.92 hartree
CH2 singlet: bond 1.097 angstrom, angle 103.1 deg, force 1.7e-04 hartree/bohr
CH2 triplet: bond 1.071 angstrom, angle 130.7 deg, force 5.4e-05 hartree/bohr
SiH2 singlet: bond 1.509 angstrom, angle 93.3 deg, force 2.2e-04 hartree/bohr
SiH2 triplet: bond 1.472 angstrom, angle 118.0 deg, force 9.2e-05 hartree/bohr
CH2 gap G, CCSD(T), large basis: -0.463 eV = -44.7 kJ/mol
CH2 gap G, small basis: CCSD(T) -1.113, full CI -1.103 eV
SiH2 gap G, CCSD(T), large basis: 0.853 eV = 82.3 kJ/mol
SiH2 gap G, small basis: CCSD(T) 0.219, full CI 0.220 eV
CH2 180 deg: P 0.00, Q 2.22, M 0.74, K 0.74, G -1.48 eV
CH2 120 deg: P 2.43, Q 4.01, M 0.40, K 1.22, G -1.18 eV
CH2 100 deg: P 3.39, Q 4.37, M 0.36, K 1.39, G -0.62 eV
SiH2 180 deg: P 0.00, Q 1.60, M 0.53, K 0.53, G -1.06 eV
SiH2 120 deg: P 2.81, Q 3.39, M 0.32, K 1.18, G -0.25 eV
SiH2 100 deg: P 3.54, Q 3.45, M 0.29, K 1.28, G 0.38 eV
CH4 bond 1.084, C-C bond 1.538 angstrom, C-C force 2.8e-04 hartree/bohr
SiH4 bond 1.475, Si-Si bond 2.353 angstrom, Si-Si force 1.4e-03 hartree/bohr
SiH2(S)+SiH4 -> Si2H6(S): -2.45 eV
CH2(S)+CH4 -> C2H6(S): -5.10 eV
CH2(T)+CH4 -> C2H6(S), spin-forbidden: -4.24 eV
CH2(T)+CH4 -> 2 CH3, spin-allowed: -0.10 eV
triplet C2H6, C-C 3.50 angstrom, relative to CH2(T)+CH4: 0.58 eV
triplet C2H6, C-C 2.50 angstrom, relative to CH2(T)+CH4: 1.30 eV
triplet C2H6, C-C 1.54 angstrom, relative to CH2(T)+CH4: 6.07 eV
CH2 n-p spin-orbit element A: 43.7 cm^-1
singlet amplitudes c1 0.968, c2 0.251
singlet-triplet coupling V: 22.1 cm^-1 = 2.75 meV
Landau-Zener check: integrated 0.249, law 0.262
inputs: 523 K, 1.0 Torr, cross-section 0.5 nm^2, slope 1.0 eV/angstrom
kT 0.0451 eV, mean relative speed 1216 m/s
spin-change chance per crossing: 5.9e-03
thermal singlet/triplet ratio in CH2: 1.1e-05
thermal triplet/singlet ratio in SiH2: 1.8e-08
CH2 collision rate with CH4: 1.1e+07 per s
```
